\section*{Magnetic suppression of graphene p-n junction conductance: boost and tunnelling derivations}

\section{The situation}

Two gates hold the left part of a graphene sheet electron-doped and the right part hole-doped. Between them lies a strip with an in-plane electric field $E$. An electron that meets the strip head-on crosses into the valence band without reflection. One that arrives obliquely must tunnel through a zone in which its momentum along the junction is too large for its kinetic energy. A perpendicular magnetic field $B$ changes that momentum during the crossing. How does the conductance respond?

For uniform fields the answer is
\begin{equation}
G(B)=G(0)\left(1-\frac{B^2}{B_*^2}\right)^{3/4},\qquad B_*=\frac{E}{v},\qquad |B|<B_*,
\label{law}
\end{equation}
in SI units, where $v$ is the velocity of the Dirac cone. It is derived below first by a Lorentz boost and then by a tunnelling calculation in the laboratory frame.

\section{Model and scaled equation}

Let $x$ run across the junction and $y$ along it. The electron charge is $-e$, the potential energy is $U=Fx$ with $F=eE>0$, and $\mathbf A=(0,Bx)$. In one valley
\begin{equation}
H=v\,\sigma_x p_x+v\,\sigma_y(p_y+eBx)+Fx .
\end{equation}
In the other valley $\sigma_x$ has the opposite sign. Conjugation with $\sigma_y$ restores it and leaves $\sigma_y$ and $U$ alone, so both valleys transmit equally. Spin and valley together give a factor 4; Zeeman splitting is neglected.

The motion is ballistic, and translation invariance along $y$ conserves $p_y=\hbar k$. Measure length in $d=\sqrt{\hbar v/F}$, wave vectors in $1/d$ and energy in $Fd$. Since $\hbar v/d=Fd$, the kinetic terms acquire unit coefficients. The magnetic term $evBx$ becomes $\beta x$ with $\beta=evB/F=vB/E=B/B_*$. At energy $\varepsilon$,
\begin{equation}
\left[u-\sigma_x p-\sigma_y q\right]\psi=0,\qquad u=\varepsilon-x,\quad q=k+\beta x,\quad p=-i\partial_x .
\label{dirac}
\end{equation}
Here $u$ is the local kinetic energy and $q$ the local kinetic momentum along the junction. Let $\gamma=(1-\beta^2)^{-1/2}$ and $K=k+\beta\varepsilon$.

\section{First derivation: a boost along the junction}

\subsection{Removing the magnetic field}

Write $\psi=S\psi'$ with $S=e^{\eta\sigma_y/2}$ and $\tanh\eta=-\beta$, which requires $|\beta|<1$. Then $\cosh\eta=\gamma$, $\sinh\eta=-\beta\gamma$, and
\begin{equation}
S^2=\cosh\eta+\sigma_y\sinh\eta=\gamma(1-\beta\sigma_y).
\end{equation}
Multiply (\ref{dirac}) from the left by $S$. Because $\sigma_x$ anticommutes with $\sigma_y$, $\sigma_xS=S^{-1}\sigma_x$, hence $S\sigma_xS=\sigma_x$. The other terms commute with $S$ and give
\begin{align}
S(u-q\sigma_y)S&=\gamma(u-q\sigma_y)(1-\beta\sigma_y)\nonumber\\
&=\gamma(u+\beta q)-\gamma(q+\beta u)\sigma_y ,
\end{align}
where $\sigma_y^2=1$ was used. Inserting $u$ and $q$,
\begin{align}
\gamma(u+\beta q)&=\gamma(\varepsilon+\beta k)-\gamma(1-\beta^2)x=\varepsilon'-\frac{x}{\gamma},\\
\gamma(q+\beta u)&=\gamma(k+\beta x+\beta\varepsilon-\beta x)=\gamma K\equiv k' ,
\end{align}
with $\varepsilon'=\gamma(\varepsilon+\beta k)$. The transformed equation is
\begin{equation}
\left[\varepsilon'-F'x-\sigma_xp-\sigma_yk'\right]\psi'=0,\qquad F'=\frac1\gamma .
\label{boosted}
\end{equation}
The momentum along the junction no longer depends on $x$, so the magnetic field has gone, and the electric force is weaker by $1/\gamma$. Energy and momentum have mixed as in a Lorentz transformation in which $v$ plays the part of the speed of light. The frame moves along $-y$ at speed $\beta v$ for $\beta>0$. This is a symmetry of the wave equation, not of the device: the electrodes stay at rest in the laboratory.

\subsection{Why the transmission is unchanged}

$S$ is not unitary, so densities change. The current across the junction does not:
\begin{equation}
\psi^\dagger\sigma_x\psi=\psi'^\dagger S\sigma_xS\psi'=\psi'^\dagger\sigma_x\psi' .
\end{equation}
As $S$ does not depend on $x$, a wave with a given local $p$ keeps it, and the sign of its current is kept too. Incident, reflected and transmitted waves therefore map onto waves of the same kind carrying the same currents, and their ratio $T$ is the same in both frames.

\subsection{Transmission in the electric field alone}

Shift the origin, $s=x-\gamma\varepsilon'$, so that the scalar term in (\ref{boosted}) becomes $w=-F's$. Rotate the spinor basis so that $\sigma_x$ is diagonal and $\sigma_y$ takes the off-diagonal form with unit entries. The components obey
\begin{align}
w\varphi_++i\varphi_+'&=k'\varphi_-, \label{plus}\\
w\varphi_--i\varphi_-'&=k'\varphi_+ , \label{minus}
\end{align}
where the primes on $\varphi_\pm$ denote $d/ds$. The current is $|\varphi_+|^2-|\varphi_-|^2$, so $\varphi_+$ moves right and $\varphi_-$ left. For $k'=0$ they decouple and $T=1$. For $k'\ne0$, apply $w-i\,d/ds$ to (\ref{plus}) and use (\ref{minus}) on the right:
\begin{align}
k'^2\varphi_+&=w^2\varphi_++iw\varphi_+'-iw'\varphi_+-iw\varphi_+'+\varphi_+''\nonumber\\
&=\varphi_+''+\left(F'^2s^2+iF'\right)\varphi_+ ,
\label{weber}
\end{align}
since $w'=-F'$.

The parabolic cylinder function satisfies $D_\nu''(z)+(\nu+\tfrac12-z^2/4)D_\nu(z)=0$. Put $z=as$ with $a=e^{i\pi/4}\sqrt{2F'}$, so $a^2=2iF'$ and $a^4=-4F'^2$. Then $\varphi_+=D_\nu(as)$ obeys
\begin{equation}
\varphi_+''+\left(F'^2s^2+iF'+2iF'\nu\right)\varphi_+=0 ,
\end{equation}
which is (\ref{weber}) if $2iF'\nu=-k'^2$, that is $\nu=i\mu$ with $\mu=k'^2/2F'$.

For $s\to+\infty$, $\arg z=\pi/4$ and $D_\nu\simeq z^\nu e^{-z^2/4}$, with $e^{-z^2/4}=e^{-iF's^2/2}$ a pure phase. Inserting this in (\ref{plus}), the terms $\pm F's\varphi_+$ cancel and leave
\begin{equation}
\varphi_-\simeq\frac{i\nu}{k's}\varphi_+=-\frac{k'}{2F's}\varphi_+\to0 .
\end{equation}
No left-moving wave arrives from the far right, as a scattering state incident from the left requires.

For $s\to-\infty$ we continue to $\arg z=-3\pi/4$. There
\begin{equation}
D_\nu\simeq z^\nu e^{-z^2/4}-\frac{\sqrt{2\pi}}{\Gamma(-\nu)}e^{-i\pi\nu}z^{-\nu-1}e^{z^2/4}.
\end{equation}
The second term falls as $1/|s|$ in $\varphi_+$; it is the small right-moving component that accompanies the reflected wave. The incident amplitude is the first term. Since $|z^{i\mu}|=e^{-\mu\arg z}$,
\begin{equation}
T=\frac{|\varphi_+(+\infty)|^2}{|\varphi_+(-\infty)|^2}
=\frac{e^{-\pi\mu/2}}{e^{3\pi\mu/2}}=e^{-2\pi\mu}=e^{-\pi k'^2/F'} .
\end{equation}
Returning to laboratory quantities, $k'^2/F'=\gamma^2K^2\cdot\gamma$, so
\begin{equation}
T(k)=\exp\left[-\pi\gamma^3(k+\beta\varepsilon)^2\right].
\label{T}
\end{equation}

\subsection{Summing the channels}

In a wide sample the allowed $k$ are spaced by $2\pi/W$ in ordinary units. If the reservoirs fill every incoming channel, the linear-response conductance at energy $\varepsilon$ is
\begin{equation}
G=\frac{4e^2}{h}\frac{W}{2\pi d}\int_{-\infty}^{\infty}dk\,e^{-\pi\gamma^3(k+\beta\varepsilon)^2}
=\frac{4e^2}{h}\frac{W}{2\pi d}\,\gamma^{-3/2},
\label{G}
\end{equation}
because $\int e^{-\pi cK^2}dK=c^{-1/2}$. As $\gamma^{-3/2}=(1-\beta^2)^{3/4}$, this is (\ref{law}).

The exponent $3/4$ has two sources. In the boosted frame the weaker force narrows the transmitted range of $k'$ by $\sqrt{F'}=\gamma^{-1/2}$. Channels, however, are counted in the laboratory at fixed $\varepsilon$, where $dk=dk'/\gamma$, which supplies another $\gamma^{-1}$. The energy shifts the centre of the Gaussian but not its area, so in this unbounded model thermal smearing leaves $G$ unchanged.

\section{Second derivation: tunnelling in the laboratory frame}

Now keep the magnetic field. Multiplying (\ref{dirac}) by $\sigma_x$ and using $\sigma_x\sigma_y=i\sigma_z$ gives $p\psi=(u\sigma_x-iq\sigma_z)\psi$, or
\begin{equation}
\partial_x\psi=M\psi,\qquad M=iu\sigma_x+q\sigma_z,\qquad M^2=q^2-u^2 .
\end{equation}
The cross terms in $M^2$ vanish because $\sigma_x$ and $\sigma_z$ anticommute. Where $|q|<|u|$ the wave oscillates; where $|q|>|u|$ it grows or decays locally at the rate $\lambda=\sqrt{q^2-u^2}$. To exponential accuracy
\begin{equation}
T\simeq\exp\left(-2\int_{x_1}^{x_2}\lambda\,dx\right),
\end{equation}
with $x_{1,2}$ the turning points $\lambda=0$.

Let $s=x-\varepsilon$ in this section. Then $u=-s$, $q=K+\beta s$, and completing the square gives
\begin{align}
\lambda^2&=K^2+2\beta Ks-\frac{s^2}{\gamma^2}\nonumber\\
&=K^2(1+\beta^2\gamma^2)-\frac{(s-\beta\gamma^2K)^2}{\gamma^2}
=\gamma^2K^2-\frac{(s-\beta\gamma^2K)^2}{\gamma^2},
\end{align}
since $1+\beta^2\gamma^2=\gamma^2$. The forbidden zone is centred at $s=\beta\gamma^2K$ and has length
\begin{equation}
\ell=2\gamma^2|K| .
\label{ell}
\end{equation}
With $s-\beta\gamma^2K=\gamma^2|K|\sin\theta$, we have $\lambda=\gamma|K|\cos\theta$ and $ds=\gamma^2|K|\cos\theta\,d\theta$, so
\begin{equation}
2\int\lambda\,ds=2\gamma^3K^2\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta=\pi\gamma^3K^2 .
\end{equation}
This is the exponent of (\ref{T}). In this picture the magnetic field suppresses transmission by raising the barrier by $\gamma$ and lengthening it by $\gamma^2$ at given $K$.

The prefactor needs separate thought. At $K=0$, $q=\beta s=-\beta u$, so $M=u(i\sigma_x-\beta\sigma_z)$ is a fixed matrix times a function of $x$. Its eigenvectors do not rotate, the two waves do not mix, and $T=1$. A unit prefactor is therefore right at $K=0$. Adopting it for all $K$ gives (\ref{T}), and the integral (\ref{G}) gives (\ref{law}) again.

The same relation gives the direction of perfect transmission. The velocity along the junction is $vq/u=-\beta v$ at every $x\neq\varepsilon$, in the conduction and the valence band alike. The electron crosses on a straight line tilted by $\arcsin|\beta|$ from the junction normal.

\section{What each derivation assumes}

Both need ballistic motion, conserved $k$, $|\beta|<1$ and reservoirs that fill the incoming channels. They differ in what they ask of the fields and in what they prove.

The boost needs a constant ratio $B/E$ wherever the scattering takes place, since one constant $S$ must remove $B$ everywhere. The closed form (\ref{T}) also needs each field to be uniform there. In return, (\ref{T}) holds for every $K$ in the unbounded model, prefactor included.

The tunnelling integral can also be written for a non-uniform potential, with $u=\varepsilon-U(x)$, but it is controlled when $\lambda$ changes little over its own decay length. With $\lambda\sim\gamma|K|$ and $\ell\sim\gamma^2|K|$ this means $\gamma^3K^2\gg1$, where $T$ is tiny. The share of the integral in (\ref{G}) with exponent below one is $\operatorname{erf}(1)=0.84$. Most of the conductance thus comes from channels for which the second derivation interpolates between a known value at $K=0$ and a known exponent at large $|K|$. That the interpolation is right for uniform fields is shown by the first derivation.

A direct numerical integration of (\ref{dirac}), with $B$ present and no boost, tests the common result. The fields ended at $|x|=25$, the energy was $0.7$, and $k$ ran from $-3.2$ to $3.2$, all in scaled units. For $\beta=0$, $0.3$, $0.6$ and $0.8$ the largest absolute deviation from (\ref{T}) was $1.9\times10^{-5}$. The integrals of $T$ were $1.0000$, $0.9317$, $0.7155$ and $0.4648$, equal to $(1-\beta^2)^{3/4}$ at the digits given.

\section{Weak field, critical field and beyond}

For $B\ll B_*$,
\begin{equation}
\frac{G(B)}{G(0)}\simeq1-\frac34\frac{B^2}{B_*^2}.
\end{equation}
The linear effect of $B$ is to tilt the transmitted beam, which costs no conductance in a wide sample.

For $B\to B_*$ from below, $1-\beta^2\simeq2(1-\beta)$ and $G\simeq G(0)[2(1-\beta)]^{3/4}$. A real field region fails before this limit. Let it occupy $|x|<X$ in scaled units, with constant potentials outside. At $\varepsilon=0$ a channel propagates at both ends if $|k\pm\beta X|<X$, that is $|k|<(1-\beta)X$. The Gaussian has half-width $\gamma^{-3/2}/\sqrt\pi$ at $T=1/e$, so the law requires
\begin{equation}
(1-\beta)X\gg\frac{(1-\beta^2)^{3/4}}{\sqrt\pi}.
\label{window}
\end{equation}
As $\beta\to1$ the left side vanishes faster than the right, and the condition breaks down for any finite $X$.

For $B>B_*$, $q^2-u^2\simeq(\beta^2-1)x^2>0$ far away on both sides. Every state then decays in both directions across the junction, and the bulk conductance of the unbounded model is zero. Equation (\ref{law}) must not be continued there. Current along the sample edges lies outside the model.

\section{A short gated junction}

Take $v=10^6$ m/s, a potential-energy drop of 0.24 eV over 80 nm, a width of 1000 nm and $B=1.5$ T. Then
\begin{equation}
E=\frac{0.24\ \text{V}}{80\ \text{nm}}=3.0\times10^{6}\ \text{V/m}=0.030\ \text{MV/cm},\qquad B_*=\frac Ev=3.0\ \text{T},
\end{equation}
so $\beta=0.50$, $\gamma=1.155$ and the transmitted beam is tilted by $30^\circ$. The natural length is $d=14.8$ nm, and
\begin{align}
G(0)&=\frac{4e^2}{h}\,\frac{1000}{2\pi\times14.81}=43.0\,\frac{e^2}{h}=1.665\ \text{mS},\\
G(B)&=1.665\ \text{mS}\times(0.75)^{3/4}=1.665\ \text{mS}\times0.806=1.34\ \text{mS}.
\end{align}

At $T=1/e$ the forbidden zone (\ref{ell}) is 18 nm long, well inside the 80 nm region. Here $X=40/14.81=2.70$, so the two sides of (\ref{window}) are 1.35 and 0.45. Solving the wave equation for the finite strip, with field-free ends, gives 1.68 mS without and 1.34 mS with the magnetic field. The ratio is 0.799 instead of 0.806. Thermal averaging at 4 K changes neither $G(0)$ nor the ratio at the digits printed. At 300 K it lowers $G(0)$ of the strip by about 2\%, to 1.65 mS, and leaves the ratio near 0.81; phonon scattering is not included. The 300 K values in the printed output, 1.596 mS and 0.8004, are less accurate: they come from a 12-point energy average whose outermost points fall almost exactly where one end of the strip has no carriers.

\section{Beside real devices}

The velocity, the end density of $1.1\times10^{12}$ cm$^{-2}$ and the assumed mobility of 50\,000 cm$^2$/Vs are rough typical values for graphene encapsulated in hexagonal boron nitride. Contacts at the very ends of an 80 nm field region are much closer together than in many gated devices. The assumption of uniform field is also broken, because the carriers screen the gates. In the limit of perfect local screening with a density linear in $x$, $U\propto\operatorname{sign}(x)\sqrt{|x|}$. With the drop, length and $B$ held fixed, the strip then has $G(0)=2.55$ mS, about 52\% above the uniform strip, and $G(B)/G(0)=0.92$. The suppression shrinks from 20\% to 8\%. No single effective field reproduces both numbers through (\ref{law}) and (\ref{G}): since $G(0)\propto\sqrt E$, the first would imply $B_*\approx7$ T, while the ratio would imply $B_*\approx4.5$ T. This limit is an estimate of sensitivity, not a prediction for a particular gate layout.

Long leads are a more basic obstacle. At 1.5 T the cyclotron radius at the end density is 80 nm. This length counts from the centre of the junction, and the field region already takes up 40 nm of it. If the magnetic field continues into flat leads of equal length, no channel is open at both contacts once each lead is 40 nm long. The leads must therefore be much shorter than 40 nm, or the magnetic field bends carriers in them and the reservoirs no longer fill all channels at the junction. Even leads of 10 nm lower the calculated $G(B)$ by about 9\%. The change does not grow steadily with length: leads of 20 nm leave $G(B)$ almost as it was, and leads of 30 nm lower it by about 44\%. For long ballistic leads the law does not apply, so no percentage correction is given.

The remaining effects are estimated only roughly. The tilted beam moves sideways by $80\tan30^\circ=46$ nm, or 4.6\% of the width, which indicates the scale of edge corrections. The field region is 0.13 of the 600 nm mean free path at the end density. At fixed mobility the mean free path shrinks with the local wave vector towards the centre of the junction, so this ratio understates the scattering. The Zeeman splitting, 0.17 meV, is small beside $Fd=44$ meV, and the nearest-neighbour tight-binding band departs from the cone by at most 0.7\% at the end density; a second-neighbour hopping of one tenth of the first would raise this to about 1\%. Contact resistance and interaction corrections to $v$ are not estimated. The numerical output follows the text.

\section*{Numbers as computed}
\begin{verbatim}
TESTS (scaled units)
parabolic-cylinder T, k=0.6: 0.3237; formula 0.3227
largest error of T(k), four fields: 1.9e-05
B/B* = 0.0: integral of T 1.0000, law 1.0000
B/B* = 0.3: integral of T 0.9317, law 0.9317
B/B* = 0.6: integral of T 0.7155, law 0.7155
B/B* = 0.8: integral of T 0.4648, law 0.4648
T at the angle of perfect transmission, B/B*=0.6: 1.000000
EXAMPLE, inputs (rough typical values)
velocity: 1.0e+06 m/s
potential-energy drop: 0.24 eV
field region: 80 nm; width: 1000 nm
magnetic field: 1.50 T; mobility: 50000 cm2/Vs
EXAMPLE, results of the uniform-field law
electric field: 0.030 MV/cm
B*: 3.00 T; B/B*: 0.500; gamma: 1.1547
length d: 14.81 nm; energy F d: 44.4 meV
carrier density at each end: 1.06e+12 cm^-2
k at each end times d: 2.70
angle of perfect transmission: 30.0 degrees
forbidden zone where T = 1/e: 18.0 nm
G(0): 1.665 mS = 43.0 e^2/h
G(B)/G(0): 0.8059
G(B): 1.342 mS
NEGLECTED EFFECTS, same example
finite slab G(0): 1.678 mS
finite slab G(B): 1.341 mS
finite slab G(B)/G(0): 0.7990
slab at 4 K: G(0) 1.678 mS, ratio 0.7990
slab at 300 K: G(0) 1.596 mS, ratio 0.8004
perfect-screening slab G(0): 2.553 mS
perfect-screening slab G(B)/G(0): 0.9155
cyclotron radius at end density: 80 nm
sideways drift: 46 nm = 4.6 % of width
mean free path at end density: 600 nm
field region / mean free path: 0.133
Zeeman splitting: 0.174 meV
largest band-energy error of the cone: 0.66 %
\end{verbatim}
